# Real principal axes of an absorbing monoclinic crystal: a referee's comment

**The argument under review**

The manuscript determines the optical constants of a monoclinic crystal from normal-incidence reflection off a face perpendicular to the unique axis. Its reasoning has four steps. (i) The permittivity tensor is symmetric. (ii) A symmetric tensor has orthogonal principal axes. (iii) These axes are found by turning the crystal between crossed polarizers until the reflected signal is least. (iv) At that azimuth the tensor is diagonal, so two copolarized measurements give the two complex permittivities. The signal left at the minimum is put down to imperfect polarizers.

Step (i) is correct under conditions that should be stated. Step (ii) uses a theorem about real symmetric matrices, whereas the tensor of an absorbing crystal is complex. The question is whether a real rotation can still diagonalize it, and what the crossed-polarizer minimum means if none can.

**What symmetry fixes**

Let $z$ lie along the unique axis $b$, with $x$ and $y$ in the plane perpendicular to it. I assume a linear, local response without optical activity, magnetic order or applied magnetic field. Reciprocity then gives $\varepsilon_{ij}=\varepsilon_{ji}$, with no complex conjugation. Fields vary as $e^{-i\omega t}$, so absorption means that $\mathrm{Im}\,\varepsilon$ is a positive matrix.

A half-turn about $b$ sends $(x,y,z)$ to $(-x,-y,z)$. It reverses the sign of $\varepsilon_{xz}$ and $\varepsilon_{yz}$, which must therefore vanish, but leaves $\varepsilon_{xy}$ unchanged. A mirror perpendicular to $b$ gives the same result. Thus $b$ is a principal axis of both parts of the tensor, while the in-plane block keeps three complex elements. In an orthorhombic crystal with a second twofold axis along $x$, the map $(x,y,z)\to(x,-y,-z)$ reverses $\varepsilon_{xy}$ and removes it too. The monoclinic crystal has no such protection.

Separate the in-plane block into its mean and its traceless part:

$$\varepsilon=m\,I+\begin{pmatrix}w_x&w_y\\w_y&-w_x\end{pmatrix},\qquad m=\tfrac12(\varepsilon_{xx}+\varepsilon_{yy}),$$

$$w_x=\tfrac12(\varepsilon_{xx}-\varepsilon_{yy}),\qquad w_y=\varepsilon_{xy}.$$

Write $\mathbf w=\mathbf w_r+i\mathbf w_i$, with both vectors real. In axes turned by a real angle $\phi$, the unit vectors are $\mathbf e_1=(\cos\phi,\sin\phi)$ and $\mathbf e_2=(-\sin\phi,\cos\phi)$. The off-diagonal element becomes

$$\varepsilon_{xy}(\phi)=\mathbf e_1^T\varepsilon\,\mathbf e_2=-(\varepsilon_{xx}-\varepsilon_{yy})\sin\phi\cos\phi+\varepsilon_{xy}(\cos^2\phi-\sin^2\phi)$$

$$=-w_x\sin2\phi+w_y\cos2\phi. \tag{1}$$

**Where step (ii) fails**

Since $\phi$ is real, the real and imaginary parts of (1) must vanish separately. The first condition makes $\mathbf w_r$ parallel or antiparallel to $(\cos2\phi,\sin2\phi)$; the second demands the same of $\mathbf w_i$. Both can hold if and only if the two vectors are collinear:

$$C\equiv w_{rx}w_{iy}-w_{ry}w_{ix}=0. \tag{2}$$

Multiplying the two traceless matrices in both orders gives $[\mathrm{Re}\,\varepsilon,\mathrm{Im}\,\varepsilon]_{xy}=2C$, so (2) is the condition that the two parts commute. Each part has real orthogonal axes. They need not be the same axes.

These axes have separate physical meanings. For a linear internal field $\mathbf E=E_0\mathbf e_1\cos\omega t$, the displacement component along the field is

$$D_\parallel=\varepsilon_0E_0(R\cos\omega t+J\sin\omega t),$$

where $R=\mathbf e_1^T\mathrm{Re}\,\varepsilon\,\mathbf e_1$ and $J=\mathbf e_1^T\mathrm{Im}\,\varepsilon\,\mathbf e_1$. The work per unit volume and cycle is

$$\oint\mathbf E\cdot d\mathbf D=\varepsilon_0E_0^2\int_0^{2\pi}\cos\tau\,(-R\sin\tau+J\cos\tau)\,d\tau=\pi\varepsilon_0E_0^2J.$$

The $R$ term integrates to zero and $\cos^2\tau$ integrates to $\pi$. Furthermore,

$$\mathbf e_1^T\varepsilon\,\mathbf e_1=m+w_x\cos2\phi+w_y\sin2\phi,$$

so $R$ is largest at $\phi_r$ and $J$ at $\phi_i$, where

$$2\phi_r=\mathrm{atan2}(w_{ry},w_{rx}),\qquad 2\phi_i=\mathrm{atan2}(w_{iy},w_{ix}).$$

The direction of greatest in-phase response need not be that of greatest dissipation. From the cross product in (2),

$$|C|=|\mathbf w_r||\mathbf w_i|\,|\sin2(\phi_r-\phi_i)|. \tag{3}$$

Major axes that differ by $90^\circ$ still form the same orthogonal set, so differences between sets are counted modulo $90^\circ$. If $\mathbf w_r$ or $\mathbf w_i$ is zero, that part is isotropic in the plane and imposes no axes.

**A mechanism that separates the axes**

Put two linear dipoles at angles $\alpha_1,\alpha_2$ on an isotropic background, with complex responses $g_1,g_2$. The traceless part of $\mathbf u\mathbf u^T$ for a unit vector at angle $\alpha$ is $\frac12(\cos2\alpha,\sin2\alpha)$. Hence

$$\mathbf w=\tfrac12\sum_jg_j(\cos2\alpha_j,\sin2\alpha_j).$$

Because $C=\mathrm{Im}(w_x^*w_y)$, the terms in $|g_1|^2$ and $|g_2|^2$ are real and drop out. The cross terms have opposite imaginary parts, $\mathrm{Im}(g_2^*g_1)=-\mathrm{Im}(g_1^*g_2)$, which gives

$$C=\tfrac14\mathrm{Im}(g_1^*g_2)\,[\cos2\alpha_1\sin2\alpha_2-\cos2\alpha_2\sin2\alpha_1]$$

$$=\tfrac14\mathrm{Im}(g_1^*g_2)\sin2(\alpha_2-\alpha_1). \tag{4}$$

In this model the axes separate when the dipoles are neither parallel nor perpendicular and their responses differ in phase by something other than $0$ or $180^\circ$. Low symmetry permits the first condition; resonances at different energies readily supply the second.

**What the crossed-polarizer minimum measures**

Provided $s^2=w_x^2+w_y^2\ne0$, a complex angle $\theta=\theta'+i\theta''$ exists with

$$w_x=s\cos2\theta,\qquad w_y=s\sin2\theta,$$

since the squares of $w_x/s$ and $w_y/s$ add to one. The square is not a modulus squared. Equation (1) becomes $\varepsilon_{xy}(\phi)=s\sin2(\theta-\phi)$. Using $|\sin(a+ib)|^2=\sin^2a+\sinh^2b$,

$$|\varepsilon_{xy}(\phi)|^2=|s|^2\left[\sin^22(\theta'-\phi)+\sinh^22\theta''\right]. \tag{5}$$

The complex rotation by $\theta$ diagonalizes the tensor, but a rotation stage supplies real angles. Its best setting is $\theta'$, modulo $90^\circ$, and a remainder $|s|\sinh2|\theta''|$ survives there. Inserting $\theta$ into $C=\mathrm{Im}(w_x^*w_y)$ gives $C=\frac12|s|^2\sinh4\theta''$. Thus, for $s\neq0$, the remainder vanishes precisely when real common axes exist.

The connection to reflection must also be shown. For propagation along $b$, $D_z=0$ and $\varepsilon_{xz}=\varepsilon_{yz}=0$ give $E_z=0$. Maxwell's equations reduce to $\mathbf E''=-k_0^2\varepsilon\mathbf E$, so a mode of index $n$ obeys $\varepsilon\mathbf E=n^2\mathbf E$. Let $N$ be the matrix square root of $\varepsilon$ whose eigenvalues $n_1,n_2$ have positive imaginary parts. For light incident from vacuum on a half-space, continuity of the tangential electric and magnetic fields requires

$$I+r=t,\qquad I-r=Nt\quad\Rightarrow\quad r=(I-N)(I+N)^{-1}.$$

Thus $r$ is a function of the $2\times2$ matrix $\varepsilon$ and can be written $r=\alpha I+\beta\varepsilon$. With $r_j=(1-n_j)/(1+n_j)$, matching the two eigenvalues gives

$$\beta=\frac{r_1-r_2}{n_1^2-n_2^2}=\frac{2(n_2-n_1)}{(1+n_1)(1+n_2)(n_1^2-n_2^2)}$$

$$=-\frac{2}{(1+n_1)(1+n_2)(n_1+n_2)}. \tag{6}$$

The crossed amplitude is therefore $r_{xy}(\phi)=\beta\varepsilon_{xy}(\phi)$. Its prefactor does not depend on azimuth, so (5) gives the ratio of smallest to largest crossed amplitude:

$$q=\frac{\sinh2|\theta''|}{\cosh2|\theta''|}=\tanh2|\theta''|. \tag{7}$$

For a uniform film with isotropic layers around it, every matrix in the boundary problem is again a function of the same $\varepsilon$. Thickness changes $\alpha$ and $\beta$, but not $\theta'$ or $q$, unless $\beta$ happens to vanish and no crossed signal remains.

The same number describes the modes. The eigenvectors $(\cos\theta,\sin\theta)$ and $(-\sin\theta,\cos\theta)$, viewed in real axes turned by $\theta'$, are

$$\mathbf v_1=(\cosh\theta'',\,i\sinh\theta''),\qquad\mathbf v_2=(-i\sinh\theta'',\,\cosh\theta'').$$

They satisfy $\mathbf v_1^T\mathbf v_2=0$, but $\mathbf v_1^\dagger\mathbf v_2=-i\sinh2\theta''$. Each has squared norm $\cosh2\theta''$, so their normalized Hermitian overlap has magnitude $q$. Both have $2\,\mathrm{Im}(E_x^*E_y)=\sinh2\theta''$: they are ellipses of the same handedness, with perpendicular major axes.

**A numerical counterexample**

Take Lorentz responses

$$g_j=\frac{S_jE_j^2}{E_j^2-E^2-i\Gamma E},$$

with dipoles at $20^\circ$ and $80^\circ$, centres $4.9$ and $5.2$ eV, strengths $0.10$ and $0.08$, damping $\Gamma=0.30$ eV and background permittivity $3.5$. At $E=5.0$ eV, a wavelength of 248 nm, the responses are $g_1=-0.736+1.115i$ and $g_2=0.688+0.506i$. The tensor elements are

$$\varepsilon_{xx}=2.871+1.000i,\quad\varepsilon_{yy}=4.081+0.621i,\quad\varepsilon_{xy}=-0.119+0.445i.$$

The eigenvalues of $\mathrm{Im}\,\varepsilon$, $0.327$ and $1.294$, are positive, so the medium is passive. Half the diagonal difference gives $w_x=-0.605+0.189i$, and therefore

$$C=(-0.605)(0.445)-(-0.119)(0.189)\approx-0.247.$$

Equation (4) gives the same value: $\mathrm{Im}(g_1^*g_2)=-0.736\times0.506-1.115\times0.688\approx-1.14$, and multiplication by $\frac14\sin120^\circ$ yields $-0.247$.

The major axis of $\mathrm{Re}\,\varepsilon$ is at $95.6^\circ$, and that of $\mathrm{Im}\,\varepsilon$ at $33.5^\circ$. Their separation of $62.1^\circ$ means that the axis sets differ by $27.9^\circ$. The positions follow from the signs of the responses. Both dipoles absorb, so the dissipative axis lies between $20^\circ$ and $80^\circ$, nearer the more strongly absorbing first dipole. But 5.0 eV is above the first resonance, where $\mathrm{Re}\,g_1<0$. In the traceless part, a negative response at $20^\circ$ acts as a positive one at $110^\circ$. Combined with the almost equally strong positive response at $80^\circ$, it puts the real axis near the midpoint, $95^\circ$.

In the axes of the real part, the tensor still has the off-diagonal element $-0.400i$. By (3) its magnitude is $|\mathbf w_i|\sin55.8^\circ=0.4835\times0.827=0.400$. This is not small beside the diagonal imaginary parts, $0.539$ and $1.082$.

The manuscript's procedure would select neither set. The complex angle has $\theta'=14.7^\circ$ and $|\theta''|=0.277$, with $|s|=0.605$. At the minimum,

$$|\varepsilon_{xy}|=0.605\sinh0.554\approx0.353.$$

The mode indices $1.754+0.325i$ and $1.999+0.120i$ give $|\beta|\approx0.0636$ from (6), hence a crossed amplitude of $0.0224$. The largest is $0.0445$, so $q=0.504$: the best "null" retains half the maximum amplitude, or a quarter of the maximum intensity. A test that matched the fields to the two decaying Maxwell modes and then scanned the azimuth gave the same minimum angle and amplitude.

Step (iv) also fails at this setting. The diagonal elements there are $m\pm s\cosh2\theta''$, whereas the eigenvalues are $m\pm s$. Their separation is too large by the factor $\cosh0.554=1.16$. Converting the complex copolarized amplitudes to permittivities while ignoring the crossed amplitude does not remove this error: the factor is still $1.16$.

Three controls test the mechanism. Making the dipoles parallel, making them perpendicular, or giving both the centre 4.9 eV, with the other settings held fixed, reduced the crossed minimum to at most $3.5\times10^{-10}$, which is numerical zero here.

**Dispersion and two limits**

With all material parameters fixed, changing the photon energy gives:

| $E$ (eV) | $\phi_r$ | $\phi_i$ | Set difference | $\theta'$ | $q$ |
|---:|---:|---:|---:|---:|---:|
| 4.0 | 40.3° | 34.3° | 5.9° | 40.1° | 0.030 |
| 4.6 | 35.4° | 26.9° | 8.5° | 33.7° | 0.119 |
| 5.0 | 95.6° | 33.5° | 27.9° | 14.7° | 0.504 |
| 5.4 | 149.8° | 72.4° | 12.6° | 64.5° | 0.216 |

A single wavelength-independent rotation would therefore be a further error in this model, distinct from assuming common axes at each wavelength.

The weak-loss limit explains why a good null can mislead. At fixed energy below both resonances, with $\Delta_j=E_j^2-E^2>0$,

$$g_j\simeq\frac{S_jE_j^2}{\Delta_j}+i\Gamma E\frac{S_jE_j^2}{\Delta_j^2}.$$

As $\Gamma\to0$, $\mathbf w_i$ shrinks in proportion to $\Gamma$ but its direction stays fixed. The extra factor $1/\Delta_j$ weights the two dipoles differently from the real part, so the axes remain apart. To first order in $\mathbf w_i$, differentiating $\tan2\theta=w_y/w_x$ gives $2\theta''\simeq C/|\mathbf w_r|^2$. Hence

$$q\simeq\frac{|\mathbf w_i|}{|\mathbf w_r|}|\sin2(\phi_r-\phi_i)|,$$

and $\theta'$ approaches $\phi_r$, modulo $90^\circ$. At 4.0 eV, reducing $\Gamma$ from $0.004$ to $0.002$ eV halves $q$ from $4.0\times10^{-4}$ to $2.0\times10^{-4}$, while the set difference remains $5.9^\circ$. In this limit an almost perfect null locates the axes of the real part and says little about those of the weak absorption. If instead the real part is much the less anisotropic of the two, a good null lies near the axes of the imaginary part. At $\Gamma=0$ the imaginary part vanishes and has no axes to compare.

The opposite limit is $s=0$ with $\mathbf w\ne0$. The real and imaginary parts of $\mathbf w\cdot\mathbf w=0$ require $|\mathbf w_r|=|\mathbf w_i|$ and $\mathbf w_r\cdot\mathbf w_i=0$. The doubled angles differ by $90^\circ$, so the axes differ by $45^\circ$. Now $w_y=\pm iw_x$, and (1) gives $|\varepsilon_{xy}(\phi)|=|w_x|$ at every azimuth: there is no minimum to find. The traceless matrix squares to zero without being zero, so $\varepsilon$ has a single eigenpolarization, which is circular, and even a complex rotation cannot diagonalize it. Dipoles at $0^\circ$ and $60^\circ$, with unit responses of phases $120^\circ$ and $60^\circ$, realize this case in a passive medium.

**Bearing on a real sample**

The parameters are round, rough values in the regime of a wide-gap monoclinic oxide near an ultraviolet edge at about 5 eV; they do not describe a particular material. Refractive indices near 2 are reasonable there. Two Lorentz lines are a simplification, because a real edge also has a band continuum with its own orientation and its absorption tail need not be Lorentzian. The angles and the size of $q$ are therefore illustrative. With the second dipole $98^\circ$ from the first instead of $60^\circ$, for example, $q$ at 5.0 eV falls from $0.50$ to $0.13$.

Some omissions can be sized at 5.0 eV, changing one at a time:

- An in-plane background difference of $0.10$, in any orientation, moves the set difference between $25.6^\circ$ and $30.2^\circ$, and $q$ between $0.46$ and $0.56$.
- Heating by 30 K, with both centres moving by an assumed $-1$ meV/K, changes the set difference to $34.7^\circ$ and $q$ to $0.55$. This is the largest angular change among the cases sized, so sample temperature must be recorded.
- A $2^\circ$ miscut, with a $b$-polarized resonance at 5.5 eV of strength $0.10$ and the same background and damping, changes $q$ by at most $4\times10^{-4}$. Averaging the intensity uniformly over a band 2 nm wide raises $q$ only slightly, from $0.504$ to about $0.505$ (the nine-point sum in the output below, which overweights the band edges, gives $0.506$).
- On a substrate of index 1.8, films 100 and 1000 nm thick have crossed minima of $0.0202$ and $0.0224$, with the same $q$ and azimuth. A 2 nm isotropic cap of index 1.5 on the thicker film also leaves these two quantities unchanged.
- The scale of spatial dispersion, $(2\pi|n|a/\lambda)^2$ for a cell length $a=1$ nm, is $3\times10^{-3}$. This is an order-of-magnitude estimate, not a bound.

Polarizer leakage does not rescue the manuscript's explanation in this example. The crossed intensity floor is $5.0\times10^{-4}$ of the incident intensity, and the two copolarized reflectances at that setting are $0.086$ and $0.115$. An intensity leakage of $10^{-5}$ contributes about $0.2\%$ of the floor if it adds incoherently. If it is coherent with the main beam, interference can change the floor by up to about $10\%$ when one polarizer leaks, or about $20\%$ when both leak by this amount. Most of the floor is still unexplained. In a weakly absorbing sample the comparison could go the other way, and depolarization or a wide bandwidth can also fill in a null. A nonzero minimum alone is therefore not proof of distinct axes.

**What the revision should do**

The diagonal ansatz should be replaced by three complex in-plane elements at each wavelength. For a clean half-space, the full complex reflection matrix, including its common phase, determines them through $N=(I-r)(I+r)^{-1}$ and $\varepsilon=N^2$. If the common phase is unknown, the ratio

$$\frac{2r_{xy}}{r_{xx}-r_{yy}}=\frac{w_y}{w_x}=\tan2\theta$$

still gives the complex angle, because $\beta$ cancels. It shows whether common axes exist and, if they do, gives their directions modulo $90^\circ$. If they do not, the ratio does not by itself give $\phi_r$ and $\phi_i$, which then depend on the phase of $\mathbf w$. Those angles should be computed from the recovered tensor, with uncertainties that grow when either traceless part is small. The claim that the crossed minimum locates the principal axes can stand where $C=0$ has been established and $\mathbf w\ne0$; elsewhere it should be withdrawn. The numerical output below gives the values for the counterexample.

## Computed results

```
photon energy 5.00 eV; wavelength 247.97 nm
background 3.50; damping 0.30 eV
dipole angles (20.0, 80.0) deg; centres (4.9, 5.2) eV
dipole strengths (0.1, 0.08) (dimensionless)
g1 = -0.7359+1.1150i; g2 = 0.6883+0.5061i
eps_xx = 2.8709+0.9998i; eps_yy = 4.0814+0.6213i
eps_xy = -0.1188+0.4449i
eigenvalues of Im eps: [0.327 1.294]
w_x = -0.6052+0.1893i; w_y = -0.1188+0.4449i
|w_r| = 0.6168; |w_i| = 0.4835; C = -0.2468
major axis of Re eps: 95.55 deg
major axis of Im eps: 33.48 deg
angle between axis sets (mod 90): 27.92 deg
tensor in the axes of Re eps (major axis first):
  11: 4.0930+0.5391i; 22: 2.8594+1.0820i
  12: -0.0000-0.4001i
theta' (mod 90) = 14.67 deg
|theta''| = 0.2772 rad; |s| = 0.6046
eigenvalues: 2.9701+1.1413i; 3.9823+0.4797i
mode indices: 1.7538+0.3254i; 1.9992+0.1200i
mode overlap 0.5038; S3/S0 -0.5038, -0.5038
mode ellipse axis ratio 0.2703
best crossed azimuth from Maxwell scan 14.67 deg
crossed amplitude: min 0.02242; max 0.04450
q = min/max = 0.5038
crossed intensity floor 5.025e-04; copolar 0.0862
largest floor amplitude in common-axis controls 3.5e-10
E (eV) | Re axis | Im axis | gap | null (deg) | q
  4.0 | 40.25 | 34.31 | 5.94 | 40.13 | 0.0297
  4.6 | 35.36 | 26.88 | 8.48 | 33.69 | 0.1190
  5.0 | 95.55 | 33.48 | 27.92 | 14.67 | 0.5038
  5.4 | 149.81 | 72.40 | 12.59 | 64.46 | 0.2158
defective example: angle between axis sets 45.00 deg
4.0 eV, damping 0.004 eV: gap 5.88 deg, q 4.012e-04
4.0 eV, damping 0.002 eV: gap 5.88 deg, q 2.006e-04
film substrate index 1.80
film 100 nm: null 14.67 deg, min 0.02022, q 0.5038
film 1000 nm: null 14.67 deg, min 0.02244, q 0.5038
2 nm cap, index 1.5, on 1000 nm film: min 0.02253, q 0.5038
background difference 0.10, any orientation:
  gap 25.60 to 30.24 deg; q 0.4561 to 0.5550
miscut 2 deg: largest q change 3.8e-04, null shift 0.028 deg
bandwidth 2 nm: q 0.5058, null 14.67 deg
heating 30 K at -1 meV/K: gap 34.73 deg, q 0.5471
polarizer leakage 1e-05: leaked/floor intensity 1.7e-03
spatial dispersion scale, 1 nm cell: 2.6e-03
```
